# When Ghost Eigenvalues Return in the Lanczos Process

## Problem

Let $A$ be the diagonal matrix with one isolated eigenvalue $\lambda>1$, whose unit eigenvector is $e$, and $N$ further eigenvalues
$$x_j=\cos\theta_j,\qquad \theta_j=\frac{(j-\tfrac12)\pi}{N},\qquad j=1,\dots,N,$$
which fill $[-1,1]$ and are called the bulk. From a normalized vector $q_0$ with equal entries, the Lanczos process builds
$$\beta_{k+1}q_{k+1}=Aq_k-\alpha_kq_k-\beta_kq_{k-1},\qquad \beta_0q_{-1}=0 .\tag{1}$$
Here $\alpha_k$ makes $q_{k+1}$ orthogonal to $q_k$, and $\beta_{k+1}>0$ normalizes it. There is no reorthogonalization. The eigenvalues of the tridiagonal matrix $T_m$, with diagonal $\alpha_0,\dots,\alpha_{m-1}$ and off-diagonal $\beta_1,\dots,\beta_{m-1}$, are the Ritz values.

In floating-point arithmetic with relative spacing $\varepsilon$, several Ritz values settle at $\lambda$, although $A$ has this eigenvalue once. The extra ones are called ghosts. Say that a copy appears at the dimension $m$ where one more Ritz value exceeds $(1+\lambda)/2$.

At which steps do copies appear, and what sets their spacing? Take $\lambda=5/4$, $N=1000$, 480 steps and double precision. All quantities are dimensionless.

## First estimate by scaling

Follow $c_k=e\cdot q_k$. The $e$-row of (1), with a rounding error $f_k$, is
$$\beta_{k+1}c_{k+1}=(\lambda-\alpha_k)c_k-\beta_kc_{k-1}+f_k .\tag{2}$$
Since $A$ is diagonal, every term in this row is a multiple of $c_k$ or $c_{k-1}$, so $f_k$ is of order $\varepsilon$ times the current component.

Where $e$ hardly contributes, $\alpha_k\approx0$ and $\beta_k\approx\tfrac12$, as shown below. Then $c_{k+1}=2\lambda c_k-c_{k-1}$. Inserting $c_k=r^k$ gives $r+1/r=2\lambda$, hence
$$r=e^{\pm g},\qquad \cosh g=\lambda .$$

Once $e$ has been found, orthogonality demands the decaying solution. An error of order $\varepsilon$, made while $c_k$ is of order one, excites the growing solution. It is of order one again after $P$ steps, where $\varepsilon e^{gP}\sim1$:
$$P\approx\frac{\ln(1/\varepsilon)}{g}.\tag{3}$$
For $\lambda=5/4$, $e^g=2$: the component changes by one binary digit per step. With $\ln(1/\varepsilon)=36.04$ and $g=0.6931$, $P\approx52$.

## Exact solution

The error-free passage can be solved in closed form. The size of the rounding seed cannot, and it remains a parameter.

**Bulk alone.** Let $u_0$ have bulk entries $N^{-1/2}$, and let $u_k=\varphi_k(A)u_0$ with $\varphi_0=1$ and $\varphi_k(\cos\theta)=\sqrt2\cos k\theta$ for $k\ge1$. For $0<m<2N$,
$$\sum_{j=1}^N\cos m\theta_j=\frac{\sin m\pi}{2\sin(m\pi/2N)}=0 .$$
Writing products of cosines as half the sum of $\cos(k\pm l)\theta_j$ shows that the $u_k$ are orthonormal for $k<N$. From $\cos\theta\cos k\theta=\tfrac12[\cos(k+1)\theta+\cos(k-1)\theta]$,
$$Au_k=b_{k+1}u_{k+1}+b_ku_{k-1},\qquad b_1=\tfrac1{\sqrt2},\quad b_{k\ge2}=\tfrac12,$$
with $b_0u_{-1}=0$.

**Adding the isolated level.** The vectors $v_k=u_k+a_ke$ obey the same recurrence if $\lambda a_k=b_{k+1}a_{k+1}+b_ka_{k-1}$. The solution is $a_k=a_0\varphi_k(\lambda)$. Equal starting entries require $a_0=N^{-1/2}$, so for $k\ge1$
$$a_k=\sqrt{2/N}\,\cosh gk .$$

In exact arithmetic the $q_k$ are the Gram–Schmidt vectors of the $v_k$, because $v_k$ is a polynomial of degree $k$ in $A$, with positive leading coefficient, acting on $v_0$. The overlaps are $v_i\cdot v_j=\delta_{ij}+a_ia_j$. Define
$$D_k=1+\sum_{j=0}^ka_j^2,\qquad D_{-1}=1 .$$
Try $w_k=v_k-\sigma\sum_{j<k}a_jv_j$. For $i<k$,
$$v_i\cdot w_k=a_ia_k-\sigma a_i-\sigma a_i(D_{k-1}-1)=a_i(a_k-\sigma D_{k-1}),$$
which vanishes for $\sigma=a_k/D_{k-1}$. The $e$-component of $w_k$ is then $a_k-\sigma(D_{k-1}-1)=a_k/D_{k-1}$. Since $w_k$ is orthogonal to the earlier $v_j$,
$$w_k\cdot w_k=w_k\cdot v_k=1+a_k^2-\frac{a_k^2(D_{k-1}-1)}{D_{k-1}}=\frac{D_k}{D_{k-1}}\equiv h_k^2 .$$
Dividing the component by $h_k$, and using $a_k^2=D_k-D_{k-1}$,
$$c_k=\frac{a_k}{\sqrt{D_{k-1}D_k}},\qquad c_k^2=\frac1{D_{k-1}}-\frac1{D_k}.\tag{4}$$
The sum telescopes: $\sum_{j<m}c_j^2=1-1/D_{m-1}$. One complete passage uses up the weight 1 of $e$.

**Coefficients.** Put $t_k=a_ka_{k-1}/D_{k-1}$ and $t_0=0$, so that $w_k=v_k-t_kv_{k-1}-\dots$. In $Aq_{k-1}$ the coefficient of $v_k$ is $b_k/h_{k-1}$, and by (1) it is also $\beta_k/h_k$. In $Aw_k$ the coefficient of $v_k$ is $-t_kb_k$, and by (1) it is also $\alpha_k-b_{k+1}t_{k+1}$. Therefore
$$\beta_k=b_k\frac{h_k}{h_{k-1}},\qquad \alpha_k=b_{k+1}t_{k+1}-b_kt_k .$$
Well after the peak $D_k\propto e^{2gk}$, so $h_k$ and $t_k$ become constant. Thus $\beta_k\to\tfrac12$ and $\alpha_k\to0$, as the estimate assumed.

**Shape of the peak.** After the first few steps $a_k\approx Ce^{gk}$ with $C^2=1/(2N)$. Extending the geometric sum to $-\infty$ gives $D_k\approx1+e^{2g(k-\kappa)}$, where $e^{2g\kappa}=2N(1-e^{-2g})$. Insert this in (4) and take $e^{g(k-\kappa)}$ and $e^{g(k-1-\kappa)}$ out of the two factors of the denominator:
$$c_k^2\approx\frac{\sinh g}{2\cosh g(k-\kappa)\,\cosh g(k-1-\kappa)} .$$
The peak is centred at $K=\kappa+\tfrac12$, and its tails are
$$|c_k|\approx\sqrt{2\sinh g}\;e^{-g|k-K|}.\tag{5}$$
Here $e^{2g\kappa}=1500$, so $K\approx5.8$. The start weight sets this position, not $\varepsilon$: the first copy is genuine.

**From peak to Ritz value.** The normalized projection of $e$ on the first $m$ Lanczos vectors has weight $1/D_{m-1}$ outside $e$. Its Rayleigh quotient is at least $\lambda-(\lambda+1)/D_{m-1}$, and the largest Ritz value $\theta$ is no smaller:
$$0\le\lambda-\theta\le\frac{\lambda+1}{D_{m-1}} .$$
The copy has therefore appeared at the latest when $D_{m-1}>2(\lambda+1)/(\lambda-1)$. Here this is $D_{m-1}>18$, first met at $m=9$, a few steps after the peak. The bound falls as $e^{-2gm}$, twice the rate of $c_k$. The rate in (3) is the slower one, $g$, which belongs to the vector.

**Seed and next peak.** Suppose that on the decaying tail the component is shifted once by $\delta$, at step $s$. The extra part starts from $0$ at $s-1$ and $\delta$ at $s$, so
$$y_k=\delta\,\frac{\sinh g(k-s+1)}{\sinh g}\approx\frac{\delta e^g}{2\sinh g}\,e^{g(k-s)} .$$
In the trough $q_k$ lies almost wholly in the bulk, and the bulk parts continue as an orthonormal sequence with coefficients near $0$ and $\tfrac12$. Adding a growing $e$-component is again the Gram–Schmidt problem solved above. To leading order, neglecting the remnant of the old tail, the next peak has the same shape. Equating $y_k$ to its rising tail (5), centred at $K'$,
$$K'-s=\frac1g\left[\ln\frac1\delta+\ln\frac{(2\sinh g)^{3/2}}{e^g}\right].\tag{6}$$
An error made later arrives correspondingly later, so on the tail the early errors dominate. Rounding near the peak acts as a seed $\eta$ of order $\varepsilon$, and at fixed $\lambda$
$$P=\frac1g\ln\frac1\eta=\frac{\ln(1/\varepsilon)+O(1)}{g}.\tag{7}$$

## Comparison of the two

The run gives copies at dimensions
$$8,\ 64,\ 119,\ 175,\ 229,\ 283,\ 336,\ 388,\ 441,$$
with gaps $56,55,56,54,54,53,52,53$. The first five average 55.0, against 52 from scaling. The difference of 3 steps corresponds to $\eta=2^{-3}\varepsilon=0.125\,\varepsilon$, the $O(1)$ term that scaling leaves open. These numbers belong to one ordering of the arithmetic. Reordering the subtractions in (1), the entries or the summation of the dot products moves the mean between about 53 and 58, that is, $\eta$ between about $0.4\,\varepsilon$ and $0.02\,\varepsilon$.

The closed form (4) gives $c_6=0.5699$ and $c_{20}=6.397\times10^{-5}$, as does the run. The Ritz value error falls at the measured rate 1.386, equal to $2g$. In successive troughs $\sum c_k^2$ is $1,2,3,\dots,8$: each ghost is a complete new passage. The largest overlap between different Lanczos vectors is $5\times10^{-9}$ in the first trough and 0.33 in the second. With full reorthogonalization one copy remains over all 480 steps.

A deliberate error $\delta=10^{-8}$ tests the seed argument. For it, (6) gives $K'-s=26.6-0.1\approx26.5$. Errors at $k=10$ and $k=20$ should produce peaks near 36.5 and 46.5; the copies appear at 38 and 48, about two steps after the peak, like the first.

The same runs show something the scaling picture misses. After the single error at $k=10$ the gaps are $30,31,31,30,31$; after that at $k=20$ they are $40,41,41,40,41$. The old error is carried through later peaks. A conserved quantity shows why it need not fade. Without further errors, take the product of (1) with $q_{k-1}$, then use (1) for $Aq_{k-1}$:
$$\beta_{k+1}\,q_{k-1}\!\cdot q_{k+1}=(Aq_{k-1})\cdot q_k-\beta_k=\beta_{k-1}\,q_{k-2}\!\cdot q_k .$$
Multiplying by $\beta_k$ shows that $\beta_k\beta_{k+1}\,q_{k-1}\!\cdot q_{k+1}$ does not depend on $k$. Local recurrence cannot remove this loss of orthogonality. That the gaps repeat so closely is observed here, not derived. The slow shortening from 56 to about 53 steps in the undisturbed run may come from rounding errors that accumulate in this way; this is a conjecture, and runs with other $N$ show a weaker drift or none.

Single precision gives a mean gap of 24.8 (24 to 27 under reordering), against the estimate 23.0. Between the two precisions, $g$ times the change of period is 1.04 times the change of $\ln(1/\varepsilon)$; given the scatter of the gaps, this agrees with 1 to about 10 %. For other separations in double precision, again averaging the first five gaps:

| $\lambda$ | $g$ | mean gap | $\ln(1/\varepsilon)/g$ |
|---|---|---|---|
| 1.15 | 0.541 | 72.6 | 66.6 |
| 1.5 | 0.962 | 40.0 | 37.5 |
| 2 | 1.317 | 28.8 | 27.4 |
| 3 | 1.763 | 21.4 | 20.4 |

Scaling thus gives the leading logarithm, and in these double-precision runs the means of the first five gaps exceed it by 5 to 9 % of its value; other orderings of the arithmetic give 2 to 11 % at the same $\lambda$. As $\lambda\to1$, $g\approx\sqrt{2(\lambda-1)}$ and the period diverges. The description needs $gP\gg1$, so that peaks are separate, and a number of steps below $N$, so that the bulk is not exhausted; near step $N$ a copy appears out of rhythm. The numerical check below covers the closed forms, the rates and the periods.

## Calculated quantities

```
All values dimensionless; positions and periods in steps
bulk size N = 1000, Lanczos steps = 480
isolated eigenvalue = 1.25, threshold = 1.125
g = 0.693147, exp(g) = 2.000000
double eps = 2.2204e-16, ln(1/eps) = 36.0437
appearance steps: 8 64 119 175 229 283 336 388 441
gaps: 56 55 56 54 54 53 52 53
mean of first five gaps = 55.00
leading estimate of period = 52.00
effective seed exp(-g*mean gap)/eps = 0.125
first-passage c_k, largest relative deviation = 4.1e-09
k = 0: c_k run = 3.160698e-02, formula = 3.160698e-02
k = 3: c_k run = 1.764697e-01, formula = 1.764697e-01
k = 5: c_k run = 5.085125e-01, formula = 5.085125e-01
k = 6: c_k run = 5.698914e-01, formula = 5.698914e-01
k = 8: c_k run = 2.478898e-01, formula = 2.478898e-01
k = 12: c_k run = 1.637375e-02, formula = 1.637375e-02
k = 20: c_k run = 6.397442e-05, formula = 6.397442e-05
decay rate = 0.693125, growth rate = 0.693140
Ritz value error at dimension 12 = 2.011e-04
Ritz value error at dimension 20 = 3.070e-09
Ritz value rate = 1.38623, 2g = 1.38629
second peak of |c_k| at k = 62
smallest |c_k| in first trough = 4.43e-10
trough dimensions: 36 91 147 202 256 309 362 414
summed c^2 there: 1.00000000 2.00000000 3.00000000 4.00000000 5.00000000 6.00000000 7.00000000 8.00000000
worst overlap, first trough = 4.96e-09
worst overlap, second trough = 0.3287
reorthogonalized: copies = 1, summed c^2 = 1.0000000000
deliberate error = 1e-08, ln(1/error)/g = 26.58
error at k = 10: appearance steps: 8 38 69 100 130 161
error at k = 20: appearance steps: 8 48 89 130 170 211
single eps = 1.1921e-07, ln(1/eps)/g = 23.00
single precision, first appearance steps: 8 34 58 83 108 132
single precision, mean of first five gaps = 24.80
g * change of period / change of ln(1/eps) = 1.041
lam = 1.15: g = 0.5411, mean gap = 72.60, estimate = 66.61
lam = 1.25: g = 0.6931, mean gap = 55.00, estimate = 52.00
lam = 1.5: g = 0.9624, mean gap = 40.00, estimate = 37.45
lam = 2.0: g = 1.3170, mean gap = 28.80, estimate = 27.37
lam = 3.0: g = 1.7627, mean gap = 21.40, estimate = 20.45
```
